# Dirac 2p splitting in hydrogen-like ions: leading term and its error, part 2

One electron in the field $V=-Z/r$ of a fixed point nucleus obeys the Dirac equation; nuclear size, recoil and QED corrections are left out. Atomic units are used ($\hbar=m_e=e=4\pi\varepsilon_0=1$, $c=1/\alpha$, energies in hartree), with $x=Z\alpha<1$. We seek the error $\eta=(\Delta_0-\Delta)/\Delta$ of the leading term $\Delta_0$ of $\Delta=E(2p_{3/2})-E(2p_{1/2})$ for $Z=10$, $50$ and $80$.

Scaling suggested $\Delta\sim Z^4\alpha^2/(2n^4)$, with a relative error of $x^2$ times a number of order one; the mean speed in the shell suggested $x^2/4$.

For upper and lower spinors $\varphi$, $\chi$, with $E$ including the rest energy $c^2$,

$$(V+c^2-E)\,\varphi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=0,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+(V-c^2-E)\,\chi=0. \tag{1}$$

The radial functions $P$ (upper) and $Q$ (lower) obey, with $A=\alpha(c^2+E)$ and $B=\alpha(c^2-E)$,

$$P'=-\frac{\kappa}{r}P+\left(A+\frac{x}{r}\right)Q,\qquad Q'=\frac{\kappa}{r}Q+\left(B-\frac{x}{r}\right)P. \tag{3}$$

Here $\kappa=1$ for $2p_{1/2}$, whose lower component is $s$-like, and $\kappa=-2$ for $2p_{3/2}$; $k=|\kappa|=j+\tfrac12$, and $l$ belongs to $P$. With $\lambda=\sqrt{AB}$ and $\gamma_k=\sqrt{k^2-x^2}$, $P$ and $Q$ are $e^{-\lambda r}$ times series in $r^{\gamma_k+m}$, $m\ge0$, with coefficients $a_m$, $b_m$ ($a_{-1}=b_{-1}=0$):

$$x\,a_m+(\gamma_k+m-\kappa)\,b_m=\lambda b_{m-1}+B\,a_{m-1}. \tag{4b}$$

The series stops at $m=N=n-k$, which gives the Sommerfeld formula and its expansion:

$$E=c^2\left[1+\frac{x^2}{(N+\gamma_k)^2}\right]^{-1/2}=c^2\,\frac{N+\gamma_k}{\sqrt{(N+\gamma_k)^2+x^2}}. \tag{6}$$

$$E-c^2=-\frac{Z^2}{2n^2}-\frac{Z^4\alpha^2}{2n^4}\left(\frac nk-\frac34\right)+O(Z^6\alpha^4). \tag{7}$$

The leading splitting, entirely spin–orbit, is

$$\Delta_0=\frac{Z^4\alpha^2}{32}\ \text{hartree}. \tag{8}$$

With $\rho=Zr$, $E-c^2=Z^2e$, $w=e+1/\rho$, $Q=xq$ and primes meaning $d/d\rho$,

$$P'+\frac\kappa\rho P=(2+x^2w)\,q,\qquad q'-\frac\kappa\rho q=-wP. \tag{9}$$

The scaled 2p averages listed at the end are over $P_0^2$, with $P_0=\rho^2e^{-\rho/2}$ and $w$ taken at $e=-\frac18$.

### Closed forms for the two levels

In the second form of (6) the radicand simplifies through $\gamma_k^2+x^2=k^2$ to $N^2+2N\gamma_k+k^2$. For $2p_{3/2}$ ($N=0$, $k=2$) it equals $4$, and $E/c^2=\gamma_2/2$. For $2p_{1/2}$ ($N=1$, $k=1$), with $\gamma\equiv\gamma_1=\sqrt{1-x^2}$, it equals $2+2\gamma$, and $E/c^2=(1+\gamma)/\sqrt{2(1+\gamma)}$. Thus

$$\frac{E(2p_{3/2})}{c^2}=a=\sqrt{1-\frac{x^2}4},\qquad\frac{E(2p_{1/2})}{c^2}=b=\sqrt{\frac{1+\gamma}2},\qquad\Delta=c^2(a-b). \tag{11}$$

### Higher orders

The binomial series with $z=x^2/4$ gives

$$a=1-\frac{x^2}8-\frac{x^4}{128}-\frac{x^6}{1024}-\frac{5x^8}{32768}-\dots$$

For $b$ write $b=\sqrt{1-u}$ with $u=(1-\gamma)/2$. The binomial series with $z=x^2$ gives

$$u=\frac{x^2}4+\frac{x^4}{16}+\frac{x^6}{32}+\frac{5x^8}{256}+\dots$$

The powers needed through $x^8$ are $u^2=\frac{x^4}{16}+2\cdot\frac14\cdot\frac1{16}x^6+\left(\frac1{256}+2\cdot\frac14\cdot\frac1{32}\right)x^8=\frac{x^4}{16}+\frac{x^6}{32}+\frac{5x^8}{256}$, then $u^3=\frac{x^6}{64}+3\cdot\frac1{16}\cdot\frac1{16}x^8=\frac{x^6}{64}+\frac{3x^8}{256}$, and $u^4=\frac{x^8}{256}$. In $1-b=\frac u2+\frac{u^2}8+\frac{u^3}{16}+\frac{5u^4}{128}+\dots$ the coefficients are

- $x^2$: $\frac18$
- $x^4$: $\frac1{32}+\frac1{128}=\frac5{128}$
- $x^6$: $\frac1{64}+\frac1{256}+\frac1{1024}=\frac{16+4+1}{1024}=\frac{21}{1024}$
- $x^8$: $\frac5{512}+\frac5{2048}+\frac3{4096}+\frac5{32768}=\frac{320+80+24+5}{32768}=\frac{429}{32768}$

Subtracting, $a-b=\frac4{128}x^4+\frac{20}{1024}x^6+\frac{424}{32768}x^8+\dots=\frac{x^4}{32}+\frac{5x^6}{256}+\frac{53x^8}{4096}+\dots$ Taking out $x^4/32$,

$$\Delta=\Delta_0\left[1+\frac58x^2+\frac{53}{128}x^4+\dots\right]. \tag{12}$$

The correction at order $x^6$ comes almost wholly from $2p_{1/2}$, whose coefficient is $21/1024$ against $1/1024$ for $2p_{3/2}$. The series solution shows how the two states differ near the nucleus. For $2p_{3/2}$ both radial functions start as $r^{\gamma_2}$ with $\gamma_2$ slightly below $2$, close to the $r^2$ of a Schrödinger $p$ function. For $2p_{1/2}$ they start as $r^\gamma$ with $\gamma<1$, and (4b) at $m=0$ gives $a_0/b_0=(1-\gamma)/x=x/(1+\gamma)<1$: at the origin the $s$-like lower component is the larger one, and the density $(P^2+Q^2)/r^2\propto r^{2\gamma-2}$ diverges there, whereas that of a Schrödinger $p$ function vanishes.

No term of (12) is negative. Let $f(z)=1-\sqrt{1-z}=\sum_{m\ge1}f_mz^m$, where all $f_m>0$. Then $a-b=f(u)-f(x^2/4)=\sum_mf_m[u^m-(x^2/4)^m]$. Since $u=\frac12f(x^2)$ equals $x^2/4$ plus terms with positive coefficients, each bracket has non-negative coefficients, and the bracket with $m=1$ supplies a positive one at every order from $x^4$ on. Any truncation of (12) therefore lies below $\Delta$. For $x<1$, $u<\frac12$ lies inside the range of the binomial series and the positive terms may be rearranged, so (12) converges. It cannot converge beyond $x=1$, where $\gamma$ has a branch point, and its convergence slows as $x$ approaches that point.

### The exact ratio

Use $a-b=(a^2-b^2)/(a+b)$. With $x^2=1-\gamma^2$,

$$a^2-b^2=1-\frac{1-\gamma^2}4-\frac{1+\gamma}2=\frac{4-1+\gamma^2-2-2\gamma}4=\frac{(1-\gamma)^2}4.$$

Since $(1-\gamma)(1+\gamma)=x^2$, this equals $x^4/[4(1+\gamma)^2]$. Dividing $\Delta=c^2(a-b)$ by $\Delta_0=c^2x^4/32$,

$$\frac\Delta{\Delta_0}=\frac8{(1+\gamma)^2\,(a+b)}. \tag{13}$$

At $x=0$ the denominator is $4\cdot2=8$ and the ratio is one. As $x$ grows, $\gamma$, $a$ and $b$ all decrease, so the ratio rises steadily, and $\Delta_0$ underestimates $\Delta$ for all $0<x<1$. At $x\to1$, $\gamma=0$, $a=\sqrt3/2$, $b=1/\sqrt2$, and the ratio tends to $5.0854$: the leading term then gives about a fifth of the splitting.

Equation (13) also gives $\frac58$ directly. To first order $1+\gamma=2(1-x^2/4)$, so $(1+\gamma)^{-2}=\frac14(1+x^2/2)$, and $a+b=2(1-x^2/8)$, so $(a+b)^{-1}=\frac12(1+x^2/8)$. The sum is $\frac12+\frac18=\frac58$, of which the factor $(1+\gamma)^{-2}$ supplies $\frac12$ and the factor $(a+b)^{-1}$ supplies $\frac18$.

The relative error is $\eta=\Delta_0/\Delta-1$. With $(1+t)^{-1}=1-t+t^2-\dots$ and $t=\frac58x^2+\frac{53}{128}x^4$,

$$\eta=-\frac58x^2+\left(\frac{25}{64}-\frac{53}{128}\right)x^4+\dots=-\frac58x^2-\frac3{128}x^4+O(x^6). \tag{14}$$

### Numbers

One hartree is $27.211386$ eV, so $\alpha^2/32$ hartree is $4.528260\times10^{-5}$ eV. The digits below belong to the point-nucleus Dirac model, for which they are well defined; they are not predictions for real ions at that precision.

For $Z=10$: $x=0.0729735$, $x^2=0.0053251$, $\gamma=0.99733388$, $a=0.9993341364$, $b=0.9993332473$. The leading term is $\Delta_0=10^4\times4.528260\times10^{-5}$ eV $=0.452826$ eV. Here $a$ and $b$ agree in their first five decimals, so subtracting the ten-digit values keeps only four significant figures. Equation (13) contains only sums and loses nothing:

$$\frac\Delta{\Delta_0}=\frac8{(1.99733388)^2\,(0.9993341364+0.9993332473)}=1.003340.$$

Then $\Delta=0.452826\times1.003340=0.454338$ eV, consistent with the difference of the levels $E-c^2=-340.25561$ eV and $-340.70995$ eV. The absolute error is $\Delta_0-\Delta=-0.00151$ eV, and $\eta=1/1.003340-1=-0.333\,\%$.

For $Z=50$: $x=0.3648676$, $x^2=0.1331284$, $\gamma=0.93105940$, $a=0.9832181363$, $b=0.9826137095$. The leading term is $50^4\times4.528260\times10^{-5}$ eV $=283.016$ eV, and

$$\frac\Delta{\Delta_0}=\frac8{(1.93105940)^2\,(0.9832181363+0.9826137095)}=1.091321.$$

So $\Delta=283.016\times1.091321=308.861$ eV, the gap between $-8575.515$ eV and $-8884.376$ eV. The absolute error is $-25.85$ eV and $\eta=1/1.091321-1=-8.37\,\%$.

For $Z=80$ (Hg$^{79+}$): $x=0.5837882$, $x^2=0.3408087$, $\gamma=0.81190599$, $a=0.9564506432$, $b=0.9518156300$. The leading term is $80^4\times4.528260\times10^{-5}$ eV $=1854.78$ eV, and

$$\frac\Delta{\Delta_0}=\frac8{(1.81190599)^2\,(0.9564506432+0.9518156300)}=1.276967.$$

So $\Delta=1854.78\times1.276967=2368.49$ eV, the gap between $-22253.68$ eV and $-24622.16$ eV. The absolute error is $-513.7$ eV and $\eta=1/1.276967-1=-21.7\,\%$.

In atomic units the pairs $(\Delta_0,\Delta)$ are $(0.016641,\ 0.0166966)$, $(10.4007,\ 11.3504)$ and $(68.1617,\ 87.0403)$ hartree.

These values do not rest on the series solution alone. The numerical check integrates the radial equations (9) numerically and asserts agreement with (6) to $10^{-9}$ in $e$ for both 2p levels at $Z=10$, $50$, $80$ and $120$; its splittings, $0.454338$, $308.861$ and $2368.49$ eV, match those above, and the coefficient of $x^2$ recovered from the $Z=10$ integration, after the analytic term $\frac{53}{128}x^4$ of (12) is subtracted from the ratio, is $0.6250$. The reduction from (1) to (3) is tested by diagonalizing the four-component Dirac matrix in a Gaussian basis at $Z=50$, which gives $308.86$ eV.

## Comparison of the estimate with the exact result

| $Z$ | $\Delta_0$ (eV) | $\Delta$ (eV) | $x^2$ | $-\frac58x^2$ | $\eta$ |
|---|---|---|---|---|---|
| 10 | 0.452826 | 0.454338 | 0.53 % | −0.3328 % | −0.3329 % |
| 50 | 283.016 | 308.861 | 13.3 % | −8.32 % | −8.37 % |
| 80 | 1854.78 | 2368.49 | 34.1 % | −21.3 % | −21.7 % |

The scaling estimate $Z^4\alpha^2/(2n^4)$ coincides with $\Delta_0$, factor included. Equation (7) shows that this agreement is an accident of the quantum numbers $n=2$, $l=1$. For the two levels of given $n$ and $l\ge1$, $k=l$ and $k=l+1$, and the leading splitting is

$$\frac{Z^4\alpha^2}{2n^4}\,n\left(\frac1l-\frac1{l+1}\right)=\frac{Z^4\alpha^2}{2n^4}\,\frac n{l(l+1)}.$$

The factor that scaling leaves open is $n/[l(l+1)]$. It equals one only when $n=l(l+1)$, as for 2p and 6d; it is $\frac32$ for 3p and $\frac12$ for 3d.

For the error, scaling predicted $x^2$ times a number of order one. The number is $\frac58$ at small $x$, larger than the $\frac14$ suggested by the mean speed in the shell, and the sign is negative for every $Z$.

The table shows that $-\frac58x^2$ stays close to $\eta$ even at $Z=80$, where $x^2$ is a third. This does not mean that (12) has converged after two terms. The two-term value $\Delta_0(1+\frac58x^2)$ is $1854.78\times1.213005=2249.85$ eV, an error of $-5.0\,\%$ relative to $\Delta$. Adding $\frac{53}{128}x^4=0.048094$ gives $2339.06$ eV, an error of $-1.2\,\%$. The closeness in the table comes from (14): on inverting the ratio, $\frac{53}{128}$ is almost cancelled by $\left(\frac58\right)^2=\frac{50}{128}$. The remaining term $\frac3{128}x^4$ is $\frac3{53}\times0.048094$, or $0.27$ percentage points at $Z=80$, out of the gap of $21.69-21.30=0.39$ points; higher orders supply the rest. The cancellation depends on measuring the error against $\Delta$. Measured against $\Delta_0$, the shortfall at $Z=80$ is $27.7\,\%$, and $\frac58x^2=21.3\,\%$ describes it less well.

At lower $Z$ the series converges faster. The errors of the one-, two- and three-term values relative to $\Delta$ are $-8.37\,\%$, $-0.74\,\%$ and $-0.071\,\%$ at $Z=50$, and $-0.333\,\%$, $-0.0012\,\%$ and $-4.5\times10^{-6}\,\%$ at $Z=10$. All are negative, as the positivity of the coefficients requires. Since the ratio (13) rises with $Z$, the error passes any given threshold at most once: $|\eta|$ first exceeds $1\,\%$ at $Z=18$ and $10\,\%$ at $Z=55$.

A real ion departs from this model in ways not computed here. At low $Z$, the anomalous magnetic moment of the electron changes the spin–orbit term by a relative amount of order $\alpha/\pi$, roughly $0.2\,\%$ (a rough size, quoted and not derived), which is comparable to the whole error of $\Delta_0$ at $Z=10$; a comparison with measurement at that level needs it. Radiative corrections do not fade at high $Z$. There they are no longer given by the anomalous moment alone, and for the 2p splitting near $Z=80$ they cannot be assumed smaller than the effect of nuclear size. At high $Z$, in addition, a nucleus of finite size weakens the attraction at small $r$. Because the $2p_{1/2}$ density goes as $r^{2\gamma-2}$ and the $2p_{3/2}$ density as $r^{2\gamma_2-2}$, the former level is expected to be raised more and $\Delta$ to be reduced, an expectation that the present model does not test. The finite size also removes the singular $1/r$ that produces the limit $x<1$, so the behavior of (13) near $x=1$ is a property of the point nucleus. Finally, (8) and (13) hold for one electron. In neutral mercury the other electrons screen the nucleus, the potential is no longer $-Z/r$, and the value $2368.49$ eV does not apply to its 2p shell.

## Numbers as computed

```
alpha = 7.2973525643e-03, 1/alpha = 137.035999 (dimensionless)
1 hartree = 27.211386 eV
alpha^2/32 hartree = 4.528260e-05 eV
coefficients of x^0,x^2,..,x^8 in a: [1, -1/8, -1/128, -1/1024, -5/32768]
coefficients of x^0,x^2,..,x^8 in b: [1, -1/8, -5/128, -21/1024, -429/32768]
coefficients of x^0,x^2,..,x^8 in u: [0, 1/4, 1/16, 1/32, 5/256]
coefficients of x^0,x^2,..,x^8 in a-b: [0, 0, 1/32, 5/256, 53/4096]
coefficients of x^2, x^4 in Delta/Delta0: 5/8 53/128
2p averages (scaled): <rho^-3> = 1/24, <w^2> = 7/192
first-order shifts (Z^4 alpha^2 hartree): 2p1/2 -5/128, 2p3/2 -1/128
--- Z = 10 ---
x = 0.0729735, x^2 = 0.0053251, g = 0.99733388 (dimensionless)
a = 0.9993341364, b = 0.9993332473 (dimensionless)
E-c^2: 2p1/2 -340.70995 eV, 2p3/2 -340.25561 eV
leading Delta0 = 0.452826 eV = 0.016641 hartree
exact Delta = 0.454338 eV = 0.0166966 hartree
Delta by numerical shooting = 0.454338 eV
Delta0 - Delta = -0.0015124 eV, Delta/Delta0 = 1.003340
relative error of leading term = -0.3329 %
5x^2/8 = 0.003328, 53x^4/128 = 0.000012, estimate -5x^2/8 = -0.3328 %
two terms: 0.454333 eV, error -0.001175 %
three terms: 0.454338 eV, error -4.471e-06 %
--- Z = 50 ---
x = 0.3648676, x^2 = 0.1331284, g = 0.93105940 (dimensionless)
a = 0.9832181363, b = 0.9826137095 (dimensionless)
E-c^2: 2p1/2 -8884.37622 eV, 2p3/2 -8575.51476 eV
leading Delta0 = 283.016 eV = 10.4007 hartree
exact Delta = 308.861 eV = 11.3504 hartree
Delta by numerical shooting = 308.861 eV
Delta0 - Delta = -25.845 eV, Delta/Delta0 = 1.091321
relative error of leading term = -8.3679 %
5x^2/8 = 0.083205, 53x^4/128 = 0.007338, estimate -5x^2/8 = -8.3205 %
two terms: 306.565 eV, error -0.7436 %
three terms: 308.642 eV, error -0.07119 %
--- Z = 80 ---
x = 0.5837882, x^2 = 0.3408087, g = 0.81190599 (dimensionless)
a = 0.9564506432, b = 0.9518156300 (dimensionless)
E-c^2: 2p1/2 -24622.16253 eV, 2p3/2 -22253.67563 eV
leading Delta0 = 1854.78 eV = 68.1617 hartree
exact Delta = 2368.49 eV = 87.0403 hartree
Delta by numerical shooting = 2368.49 eV
Delta0 - Delta = -513.71 eV, Delta/Delta0 = 1.276967
relative error of leading term = -21.6894 %
5x^2/8 = 0.213005, 53x^4/128 = 0.048094, estimate -5x^2/8 = -21.3005 %
two terms: 2249.85 eV, error -5.009 %
three terms: 2339.06 eV, error -1.243 %
--- checks and limits ---
Z = 50 Delta from four-component Gaussian basis = 308.86 eV
x^2 coefficient recovered from shooting at Z = 10: 0.6250
first Z with |error| > 1 %: 18
first Z with |error| > 10 %: 55
Delta/Delta0 in the limit x -> 1: 5.0854
```
